# Schep-Bauer interface resistance between diffusive metals

## What a resistance of an interface means

A current flows perpendicular to the layers of a metallic multilayer. Each layer contains scatterers, and each boundary between two metals reflects some electrons. One wants to write the total resistance as a sum of bulk and interface terms. A quantum calculation for one interface gives its transmission probabilities, and the Landauer formula turns their sum $T$ into a resistance $h/(e^2T)$ per spin. This cannot be the term to insert in the sum. A plane drawn inside a uniform metal transmits every electron, yet $h/(e^2T)$ is not zero there, and drawing more planes would add more resistance.

The Landauer value refers to a potential difference between the electrons that arrive from the two sides. The bulk terms of the series sum refer to the mean potential of all electrons at a point. The difference between these potentials supplies the missing subtraction.

Let the left and right metals have $N_L$ and $N_R$ propagating channels per spin at the Fermi energy. A channel is one transverse state, with one right-moving and one left-moving wave. Let $t_{ji}$ be the flux-normalised amplitude from left channel $i$ to right channel $j$, and $T=\sum_{ij}|t_{ji}|^2$. The result, for one spin, is

$$R_I=\frac{h}{e^2}\left[\frac1T-\frac12\left(\frac1{N_L}+\frac1{N_R}\right)\right]. \tag{1}$$

Two equal, independent spins conduct in parallel and change the prefactor to $h/(2e^2)$.

The regime is linear response with elastic scattering and no spin flip. The interface is treated quantum mechanically, but waves scattered by it do not interfere with waves scattered in the bulk. The word "diffusive" needs a precise meaning as well: in each metal, every channel has the same free path $\ell$ along the normal, and a scattered electron enters each of the $2N$ directed channels with equal probability. Within this model (1) holds without further approximation for a single interface.

## Bulk transport

Let $x$ increase to the right, and let $f_i^\pm(x)$ be the electrochemical potential, an energy, of the electrons in channel $i$ moving right ($+$) or left ($-$). In one dimension the velocity cancels against the density of states, so a channel carries the particle flux $f_i^\pm/h$, apart from a common constant that cancels between the two directions. The net particle flux is $J/h$ with

$$J=\sum_i\left(f_i^+-f_i^-\right).$$

The magnitude of the charge current is $eJ/h$. A potential difference $\Delta\mu$ is a voltage $\Delta\mu/e$, so the resistance is $(h/e^2)\,\Delta\mu/J$.

In a slice of thickness $dx$, a fraction $dx/\ell$ of each flux is removed and redistributed equally. For right-movers,

$$f_i^+(x+dx)=\left(1-\frac{dx}{\ell}\right)f_i^+(x)+\frac{dx}{\ell}\,\bar f,\qquad \bar f=\frac1{2N}\sum_j\left(f_j^++f_j^-\right).$$

Left-movers cross the slice in the opposite sense, which reverses the sign of the derivative. Thus

$$\frac{df_i^+}{dx}=-\frac{f_i^+-\bar f}{\ell},\qquad \frac{df_i^-}{dx}=+\frac{f_i^--\bar f}{\ell}. \tag{2}$$

Summing the first equation over $i$ and subtracting the sum of the second gives

$$\frac{dJ}{dx}=-\frac1\ell\left[\sum_i(f_i^++f_i^-)-2N\bar f\right]=0,$$

so the current is conserved. Now let $F^\pm=N^{-1}\sum_if_i^\pm$ be the directional means. Since $F^+-F^-=J/N$ and $\bar f=(F^++F^-)/2$,

$$F^+-\bar f=\frac{J}{2N},\qquad \bar f-F^-=\frac{J}{2N}. \tag{3}$$

Averaging the first equation of (2) over channels gives $dF^+/dx=-J/(2N\ell)$. By (3), $\bar f$ differs from $F^+$ by a constant, so

$$\frac{d\bar f}{dx}=-\frac{J}{2N\ell}. \tag{4}$$

A layer of thickness $L$ therefore has the bulk resistance $(h/e^2)L/(2N\ell)$. Equation (4) holds right up to an interface, whatever the interface does to individual channels, because its derivation used nothing but (2) and the conserved current. The extrapolated bulk potential at the interface is thus the actual $\bar f$ there.

## Which electrons reach the interface

Take two right-moving channels $i$ and $k$ in the left metal. Subtracting their equations removes $\bar f$:

$$\frac{d}{dx}(f_i^+-f_k^+)=-\frac{f_i^+-f_k^+}{\ell}. \tag{5}$$

The difference decays as $e^{-x/\ell}$ from its starting value. An ideal reservoir fills all entering channels to the same potential, so the starting value is zero and the difference remains zero. Every channel arriving from the left has the potential $F_L^+$. The same argument, followed from the right reservoir, gives every channel arriving from the right the potential $F_R^-$.

The channels leaving the interface need not be uniform, since some transmit better than others. A numerical solution with 5 left and 3 right channels shows this. With a reservoir drop of 1, the five incoming potentials on the left all equal 0.7887, while the outgoing ones range from 0.6206 to 0.7545.

## Matching at the interface

Let $r'_{jk}$ be the reflection amplitudes for electrons arriving from the right. With no interference between bulk and interface scattering, fluxes add as probabilities, and the potential leaving in right channel $j$ is

$$f_j^{R+}=\sum_i|t_{ji}|^2F_L^++\sum_k|r'_{jk}|^2F_R^-.$$

The rows of the unitary scattering matrix are normalised, $\sum_i|t_{ji}|^2+\sum_k|r'_{jk}|^2=1$. Writing $T_j=\sum_i|t_{ji}|^2$ gives

$$f_j^{R+}=T_jF_L^++(1-T_j)F_R^-.$$

The current just to the right of the interface follows by summing over $j$ and subtracting the incoming flux:

$$J=\sum_{j=1}^{N_R}\left[T_jF_L^++(1-T_j)F_R^-\right]-N_RF_R^-=T\left(F_L^+-F_R^-\right). \tag{6}$$

This is the Landauer relation, with the potentials of the arriving electrons. The bulk potentials follow from (3). On the left the arriving electrons are right-movers and lie above the mean; on the right they are left-movers and lie below it:

$$\mu_L=F_L^+-\frac{J}{2N_L},\qquad \mu_R=F_R^-+\frac{J}{2N_R}. \tag{7}$$

Subtracting these and using (6),

$$\mu_L-\mu_R=\frac JT-\frac J{2N_L}-\frac J{2N_R}. \tag{8}$$

Division by $J$ and multiplication by $h/e^2$ gives (1). Each subtracted term is half of a Sharvin resistance $h/(e^2N)$.

In the small model $T=2.02643$, so in units of $h/e^2$ the formula gives $0.49348-0.26667=0.2268$. The kinetic solution, in which the jump is found from the bulk potentials without using (1), gives the same value, 0.226812 to the printed digits.

The subtracted halves reappear at the outer contacts. At the left reservoir $\mu_{\rm res}=F^+=\bar f+J/(2N_L)$, so the contact contributes $1/(2N_L)$ in units of $h/e^2$; the right contact contributes $1/(2N_R)$. For metals of thickness $L_L$ and $L_R$, the complete resistance is

$$\frac{e^2}{h}R_{\rm tot}=\frac1{2N_L}+\frac{L_L}{2N_L\ell_L}+\frac{e^2}{h}R_I+\frac{L_R}{2N_R\ell_R}+\frac1{2N_R}.$$

If the bulk scattering is removed, the contact terms cancel the subtraction in $R_I$ and leave $1/T$, the two-terminal Landauer result. Using $h/(e^2T)$ for the interface and also adding the contacts would count the Sharvin terms twice.

## The fictitious interface

Draw a plane inside a uniform metal. There is no reflection, and $t_{ji}=\delta_{ji}$ up to phases. Hence $N_L=N_R=N$ and $T=N$, so

$$R_I=\frac h{e^2}\left[\frac1N-\frac12\left(\frac1N+\frac1N\right)\right]=0.$$

Describing the channels on the two sides in different bases turns $t$ into a general unitary matrix. Then $T=\mathrm{Tr}(t^\dagger t)=N$, and the resistance is still zero.

Equation (6) still gives $F_L^+-F_R^-=J/N$ at this plane. That difference is real, but it is the difference between right-movers and left-movers at one point, which is required to carry the current. It is not a potential drop between two points: by (7), both sides have the same $\bar f$.

The converse also holds. Unitarity gives $t^\dagger t+r^\dagger r=1$, where $r$ contains the reflection amplitudes from the left, so the eigenvalues of $t^\dagger t$ lie between 0 and 1. At most $\min(N_L,N_R)$ of them are nonzero, because that is the largest possible rank of $t$. Therefore $T\le\min(N_L,N_R)$, and

$$R_I\ge\frac h{2e^2}\left|\frac1{N_L}-\frac1{N_R}\right|. \tag{9}$$

Zero resistance requires equal channel numbers and perfect transmission. In the opposite limit of a weakly transmitting barrier, $T\ll\min(N_L,N_R)$, the subtraction is negligible and $R_I\approx h/(e^2T)$.

## Several interfaces and interference

Consider a middle layer of thickness $d$ between two interfaces. Right-movers leave the first interface with potentials $F+\delta_j$, where $\sum_j\delta_j=0$. By (5), the deviations reach the second interface reduced to $\delta_je^{-d/\ell}$. If $T_j^{(2)}$ is the transmission of the second interface for arriving channel $j$, and $T^{(2)}$ is its sum over $j$, equation (6) becomes

$$J=T^{(2)}\left(F_M^+-F_R^-\right)+e^{-d/\ell}\sum_jT_j^{(2)}\delta_j,$$

where $F_M^+$ is the mean arriving potential. The last term is the error made by treating the second interface as isolated. Left-movers produce a similar error at the first. Series addition thus has an error of leading order $e^{-d/\ell}$.

For one pair of interfaces described by random unitary matrices, with 5, 4 and 3 channels, the two values from (1) sum to 0.642 in units of $h/e^2$. The error is $6.1\times10^{-3}$, about 1% of that sum, at $d=\ell$, and $3.5\times10^{-5}$ at $d=6\ell$. From $6\ell$ to $7\ell$ it falls by a factor 0.3676, against $e^{-1}=0.3679$. The prefactor depends strongly on the interfaces. For the specular free-electron step treated below, an 8 eV layer between two 5 eV metals has an interface resistance 38% below the series sum at $d=\ell$ and 17% below it at $d=2\ell$, while a 5 eV layer between two 8 eV metals is only 1.8% below at $d=\ell$.

The neglect of interference was tested separately by joining complete scattering amplitudes. An interface between 48 and 32 channels was placed between two scatterers described by random unitary matrices, and the total transmission was averaged over 150 samples. Such a scatterer has no time-reversal symmetry and transmits $N/2$ on average. By (1) it contributes $2/N-1/N=1/N$, and its outer contact adds $1/(2N)$. These outer parts sum to

$$\frac{3}{2\cdot48}+\frac{3}{2\cdot32}=0.0781,$$

and the interface brings the predicted total to 0.10417. The wave average gives 0.10422. The difference is 0.05% of the total, or about 0.2% of the interface contribution of 0.0260. The transmission fluctuates from sample to sample, and the resulting statistical error of the total is about 0.0002 for 150 samples, larger than the difference, so the closeness of this agreement is not a measure of the accuracy of the series rule. The test does support adding resistances when there are many channels and phases are well randomised. It says nothing about systems with few channels, and it excludes weak localisation. With time-reversal-symmetric scatterers (symmetric random unitary matrices) the wave average rises to about 0.1069, which is 2.6% above the series value, or about 10% of the interface contribution.

## A free-electron step

Let two metals have Fermi energies of 8 eV and 5 eV, each measured from its own band bottom, with the free-electron mass and a sharp, flat interface. Their Fermi wave numbers are $k_{FL}=14.4905$ and $k_{FR}=11.4558\ \mathrm{nm^{-1}}$. The parallel wave vector $k_\parallel$ is conserved and labels the channels. Counting its allowed values in a disc gives, per area $A$ and spin,

$$\frac NA=\frac{\pi k_F^2}{(2\pi)^2}=\frac{k_F^2}{4\pi},$$

which is 16.7093 and 10.4433 $\mathrm{nm^{-2}}$.

For one channel, let $k_L$ and $k_R$ be the normal wave numbers. An incoming wave of unit amplitude produces a reflected amplitude $b$ and a transmitted amplitude $s$. Continuity of the wave and of its derivative requires $1+b=s$ and $k_L(1-b)=k_Rs$. Eliminating $b$ gives $s=2k_L/(k_L+k_R)$. Multiplication of $s^2$ by the velocity ratio $k_R/k_L$ gives the flux transmission

$$T(k_\parallel)=\frac{4k_Lk_R}{(k_L+k_R)^2}.$$

Left channels with $k_\parallel>k_{FR}$ have no propagating partner and are fully reflected. Summing the others,

$$\frac TA=\frac1{2\pi}\int_0^{k_{FR}}k_\parallel\,T(k_\parallel)\,dk_\parallel.$$

Set $\kappa^2=k_{FL}^2-k_{FR}^2=k_L^2-k_R^2$, $k_R=\kappa\sinh u$ and $k_L=\kappa\cosh u$. Since $k_\parallel^2=k_{FR}^2-k_R^2$, we have $k_\parallel dk_\parallel=-k_Rdk_R=-\kappa^2\sinh u\cosh u\,du$; the minus sign reverses the limits. Also $k_L+k_R=\kappa e^u$. With $U$ the value of $u$ at $k_\parallel=0$,

$$\frac TA=\frac{\kappa^2}{2\pi}\int_0^U4\sinh^2u\cosh^2u\,e^{-2u}du
=\frac{\kappa^2}{8\pi}\int_0^U\left(e^{2u}-2e^{-2u}+e^{-6u}\right)du.$$

The second form uses $4\sinh^2u\cosh^2u=\sinh^22u=(e^{4u}-2+e^{-4u})/4$. With $y=e^U=(k_{FL}+k_{FR})/\kappa$, integration gives

$$\frac TA=\frac{\kappa^2}{8\pi}\left[\frac{y^2-1}{2}+y^{-2}-1+\frac{1-y^{-6}}6\right]. \tag{10}$$

Here $\kappa^2=78.7405\ \mathrm{nm^{-2}}$ and $y=2.92399$. The prefactor is 3.1330 $\mathrm{nm^{-2}}$ and the bracket is $3.775-0.883+0.166=3.058$, so $T/A=9.581\ \mathrm{nm^{-2}}$.

With two spins, $h/(2e^2)=12906.4\ \Omega$. Using areal densities in (1) gives

$$AR_I=12906.4\left[\frac1{9.5813}-\frac12\left(\frac1{16.7093}+\frac1{10.4433}\right)\right]\Omega\,\mathrm{nm^2}.$$

The two terms are 1347.0 and 1004.1 $\Omega\,\mathrm{nm^2}$. Their difference is $AR_I=342.9\ \Omega\,\mathrm{nm^2}=0.343\ \mathrm{f\Omega\,m^2}$. The bound (9) is 0.232 $\mathrm{f\Omega\,m^2}$, the value that would result if every channel open on both sides transmitted perfectly. The remaining 0.111 comes from reflection in those channels.

The approach to a fictitious interface can also be followed. Let the right Fermi energy be $E-\delta$ with $\delta\ll E$, where $E$ is the left one. Then $y$ is large. Because $k_{FR}=\kappa\sinh U$, the right channel density is $(\kappa^2/8\pi)(y^2/2-1+y^{-2}/2)$, while (10) gives $(\kappa^2/8\pi)(y^2/2-4/3+\dots)$. The transmission deficit is

$$\frac{N_R-T}{A}\approx\frac{\kappa^2}{24\pi},\qquad \frac{N_R-T}{N}\approx\frac{\kappa^2}{6k_F^2}=\frac{\delta}{6E}.$$

The difference in channel numbers contributes $\delta/(2EN)$ to the bracket in (1), and this deficit contributes $\delta/(6EN)$. To first order,

$$R_I\approx\frac h{e^2N}\,\frac{2\delta}{3E}.$$

For $E=8$ eV and $\delta=0.1$ eV, the two-spin version gives 0.0064 $\mathrm{f\Omega\,m^2}$, against 0.0065 from the full formula. At $\delta=0$ the result is zero.

## When free paths depend on the channel

Isotropic scattering with one relaxation time $\tau$ does not satisfy the equal-path assumption. An electron at angle $\theta_i$ to the normal has $\ell_i=v_F\tau\cos\theta_i$. Equation (2) keeps its form with $\ell_i$ in place of $\ell$, but current conservation now requires $\sum_i(f_i^++f_i^--2\bar f)/\ell_i=0$, so $\bar f$ is the mean weighted by $1/\ell_i$. Far from interfaces,

$$f_i^\pm=\bar f\mp\ell_i\frac{d\bar f}{dx}=\bar f\pm\frac{J\ell_i}{2\sum_k\ell_k}. \tag{11}$$

The second form follows from $J=-2(d\bar f/dx)\sum_k\ell_k$. Electrons travelling near the normal now carry more of the current. A fictitious interface still has zero resistance, because (11) continues through it unchanged. For a real interface (1) is no longer exact.

The direction of the error can be estimated for the step by using (11) right up to the interface, which ignores the layers where the distribution adjusts. Inserting it in $J=\sum_iT_i(f_i^{L+}-f_i^{R-})$ and solving for the potential drop gives

$$\frac{\mu_L-\mu_R}{J}\approx\frac1T\left[1-\frac{\sum_iT_i\ell_i^L}{2\sum_i\ell_i^L}-\frac{\sum_iT_i\ell_i^R}{2\sum_i\ell_i^R}\right].$$

Equal paths restore (1). For the step, both $T_i$ and $\ell_i$ decrease as $k_\parallel$ grows. Long paths then go with high transmission, both subtractions exceed their equal-path values $T/(2N)$, and the estimated resistance falls.

The full kinetic solution, with $k_\parallel$ divided into 32 left and 20 right rings of equal area, gives about 0.544 times the value of (1). A division into 16 and 10 rings gives 0.548, and finer divisions converge to 0.541. The interface resistance is therefore about 0.19 $\mathrm{f\Omega\,m^2}$ instead of 0.34. The change is only 12% of the inverse-transmission term, but it is 46% of the small difference between the two terms of (1). The corrected value also lies below 0.232 $\mathrm{f\Omega\,m^2}$: the bound (9) applies to formula (1), not to every diffusive metal.

For use with computed transmissions, $T$, $N_L$ and $N_R$ must refer to the same area and spin. $T$ must include all propagating final channels, including those reached by diffuse scattering at a rough interface. If the bulk scattering is closer to a constant relaxation time than to equal free paths, the kinetic solution is needed when the two terms of (1) are comparable, as they are for this step: a modest change in either term is then a large change in their difference. The sign of the correction depends on the interface: a fully diffuse interface with the same $T$, $N_L$ and $N_R$ as the step gives 1.19 times the value of (1) at constant relaxation time.

## Values computed for the example and the checks

```
SMALL MODEL (resistances in h/e^2, one spin)
channels left, right: 5, 3; summed transmission 2.02643
interface resistance, kinetic solution: 0.226812
interface resistance, formula:          0.226812
left incoming potentials (reservoir drop = 1): [0.7887 0.7887 0.7887 0.7887 0.7887]
left outgoing potentials (reservoir drop = 1): [0.6883 0.6206 0.7545 0.6497 0.7026]
fictitious interface, largest |resistance|: 4.1e-15
inverse transmission alone would give: 0.2000
two interfaces, sum of the two formula values: 0.642076
  error of the sum at spacing 1 free paths: 6.10e-03
  error of the sum at spacing 6 free paths: 3.53e-05
  error of the sum at spacing 7 free paths: 1.30e-05
  error ratio, spacing 7 to 6: 0.3676; exp(-1) = 0.3679
COHERENT WAVES, 48 and 32 channels, 150 samples (h/e^2)
total resistance, wave average: 0.10422
total resistance, series rule:  0.10417
WORKED EXAMPLE, free-electron step, both spins in A*R
Fermi energies: 8.0, 5.0 eV
Fermi wave numbers: 14.4905, 11.4558 nm^-1
  transmission at k_par = 0.0 k_F,right: 0.98632
  transmission at k_par = 0.5 k_F,right: 0.97871
  transmission at k_par = 0.9 k_F,right: 0.88310
channels per area and spin: 16.7093, 10.4433 nm^-2
kappa^2 = 78.7405 nm^-2, y = 2.92399
summed transmission per area and spin: 9.5813 nm^-2
h/(2e^2) = 12906.404 ohm
inverse-transmission term: 1.3470 fohm m^2
mean Sharvin term:         1.0041 fohm m^2
interface resistance A*R:  0.3429 fohm m^2 = 342.9 ohm nm^2
lower bound from channel numbers: 0.2317 fohm m^2
  A*R for right Fermi energy 7.0 eV: 0.07560 fohm m^2
  A*R for right Fermi energy 7.9 eV: 0.00653 fohm m^2
  A*R for right Fermi energy 8.0 eV: 0.00000 fohm m^2
KINETIC RESULT DIVIDED BY FORMULA, same step
equal free paths, 16 and 10 rings: 1.000000
constant relaxation time, 16 and 10 rings: 0.5479
constant relaxation time, 32 and 20 rings: 0.5445
A*R for constant relaxation time: 0.187 fohm m^2
fictitious interface, constant time, |N*rho|: 2.3e-05
```
